# Phase accumulation and the quantum defect of image states

## The form of the answer

An electron at distance $z$ outside a metal is attracted by its image charge at distance $2z$. Half of the Coulomb energy of this pair is the potential energy, because the image moves with the electron. In atomic units, with the vacuum level as zero of energy and the image plane at $z=0$,

$$v(z)=-\frac{1}{4z}. \tag{1}$$

Consider motion along the normal only, with zero momentum parallel to the surface. From Planck's constant, the electron mass and a potential strength $C$ (here $C=1/4$) one energy can be formed, $mC^2/\hbar^2$, which is $1/16$ hartree. The binding energy $\varepsilon=-E>0$ must therefore be this energy times a dimensionless function of whatever the crystal contributes. If the crystal reflects all of the incident wave, its contribution near the vacuum level is one real number, a reflection phase; the position of the junction enters separately only in the small correction (21).

The scaled wave equation shows which combination matters. Outside the crystal

$$\psi''+\left(\frac{1}{2z}-2\varepsilon\right)\psi=0. \tag{2}$$

Put $\kappa=\sqrt{2\varepsilon}$ and $\rho=2\kappa z$, and divide by $4\kappa^2$:

$$\frac{d^2\psi}{d\rho^2}+\left(-\frac14+\frac{\nu}{\rho}\right)\psi=0,\qquad \nu=\frac{1}{4\kappa}=\frac{1}{\sqrt{32\,\varepsilon}}. \tag{3}$$

The energy enters only through the effective quantum number $\nu$, so $\varepsilon=1/(32\nu^2)$. What remains is to find how the crystal phase fixes $\nu$.

## The round-trip condition

Let (1) hold for $z>z_0$ and let the crystal fill $z<z_0$. The energy lies in a band gap, so the solution inside the crystal decays inward. Absorption is neglected. Write $s=z-z_0$ and imagine, at $z_0$, a slot of zero width in which the waves are $e^{\pm iks}$ with some real $k>0$. The slot changes neither $\psi$ nor $\psi'$.

The crystal turns $e^{-iks}$ into $r_Ce^{iks}$, and the barrier turns $e^{iks}$ into $r_Be^{-iks}$. A state $Ae^{iks}+Be^{-iks}$ that sustains itself needs $A=r_CB$ and $B=r_BA$, hence

$$r_Br_C=1. \tag{4}$$

This is also the pole of $1/(1-r_Br_C)$, the sum over repeated reflections. On each side the decaying solution can be chosen real, so its slope $L=\psi'/\psi$ at $z_0$ is real. For the barrier, with $r_B=e^{i\phi_B}$,

$$L=ik\,\frac{1-e^{i\phi_B}}{1+e^{i\phi_B}}=k\tan\frac{\phi_B}{2}, \tag{5}$$

because $1-e^{i\phi}=-2ie^{i\phi/2}\sin(\phi/2)$ and $1+e^{i\phi}=2e^{i\phi/2}\cos(\phi/2)$. For the crystal the incident wave is $e^{-iks}$, which reverses the sign:

$$L=-k\tan\frac{\phi_C}{2}. \tag{6}$$

Real $L$ gives real phases, so both reflections are total. Equality of the two slopes gives $\tan(\phi_B/2)=-\tan(\phi_C/2)$, or

$$\phi_B+\phi_C=2\pi n,\qquad n\ \text{integer}. \tag{7}$$

The factor $k$ has cancelled. Each phase depends on the reference waves, but the condition does not, provided that both phases use the same pair. The pair need not consist of plane waves.

## Reference waves for the Coulomb tail

The local wave number of (1) grows without limit as $z\to0$, so a plane wave is a poor companion to the image potential there. At zero energy (2) becomes $\psi''+\psi/(2z)=0$. Let $x=\sqrt{2z}$, so that $d/dz=(1/x)\,d/dx$, and try $\psi=x\,\mathcal C_1(x)$ with $\mathcal C_1$ a Bessel function $J_1$ or $Y_1$. Since $(x\mathcal C_1)'=x\mathcal C_0$ and $\mathcal C_0'=-\mathcal C_1$,

$$\frac{d\psi}{dz}=\mathcal C_0(x),\qquad \frac{d^2\psi}{dz^2}=-\frac{\mathcal C_1(x)}{x}=-\frac{\psi}{2z}, \tag{8}$$

as required. Define

$$f=\frac{\pi}{2}xJ_1(x),\qquad g=-\frac{\pi}{2}xY_1(x). \tag{9}$$

The small-argument forms are $J_1\simeq x/2$ and $Y_1\simeq-2/(\pi x)+(x/\pi)[\ln(x/2)+\gamma-\tfrac12]$, where $\gamma$ is Euler's constant. With $x^2=2z$ and $\ln(x/2)=\tfrac12\ln(z/2)$,

$$f\simeq\frac{\pi z}{2},\qquad g\simeq1-\frac z2\left[\ln\frac z2+2\gamma-1\right]. \tag{10}$$

Thus $f$ has a node at the image plane, like a sine, and $g$ is finite there, like a cosine. Their Wronskian is $f'g-fg'=\pi/2$, as (10) shows at $z\to0$. The counterparts of $e^{\pm iks}=\cos ks\pm i\sin ks$ are

$$u_\pm=g\pm if. \tag{11}$$

Here $u_+=i(\pi x/2)(J_1+iY_1)$, which behaves as $e^{ix}$ for large $x$ and moves outward.

## The barrier phase

The solution of (3) that decays at large $\rho$ is found from $\psi=e^{-\rho/2}\rho\,w$. Differentiating twice,

$$\frac{d^2\psi}{d\rho^2}=e^{-\rho/2}\left[\rho w''+(2-\rho)w'+\left(\frac{\rho}{4}-1\right)w\right], \tag{12}$$

and (3) becomes $\rho w''+(2-\rho)w'-(1-\nu)w=0$. This is Kummer's equation, whose solution without exponential growth is $U(1-\nu,2,\rho)$. The resulting $\psi$ is the Whittaker function $W_{\nu,1/2}(\rho)$.

For small $\rho$ the standard expansion of $U$ is

$$U(1-\nu,2,\rho)\simeq\frac{1}{\Gamma(1-\nu)}\left\{\frac1\rho-\nu\left[\ln\rho+D(1-\nu)+2\gamma-1\right]\right\}, \tag{13}$$

where $D=\Gamma'/\Gamma$ and $1/\Gamma(-\nu)=-\nu/\Gamma(1-\nu)$ was used. Multiply by $\rho e^{-\rho/2}\simeq\rho(1-\rho/2)$ and insert $\rho=z/(2\nu)$, which follows from $2\kappa=1/(2\nu)$. To first order in $z$, logarithm included,

$$\Gamma(1-\nu)W\simeq1-\frac{z}{4\nu}-\frac z2\left[\ln\frac{z}{2\nu}+D(1-\nu)+2\gamma-1\right]. \tag{14}$$

Two properties of $D$ are needed: the reflection formula $D(1-\nu)=D(\nu)+\pi\cot\pi\nu$, and, for large $\nu$, $D(\nu)\simeq\ln\nu-1/(2\nu)-1/(12\nu^2)$. The $\ln\nu$ cancels the $\nu$ in the logarithm. The term $-1/(2\nu)$, multiplied by $-z/2$, gives $+z/(4\nu)$ and cancels the second term of (14). What is left is

$$\Gamma(1-\nu)W\simeq1-\frac z2\left[\ln\frac z2+2\gamma-1+\pi\cot\pi\nu-\frac{1}{12\nu^2}\right]. \tag{15}$$

Comparison with (10) identifies the solution. Near threshold, at fixed $z_0$,

$$\psi\propto\sin(\pi\nu)\,g-\cos(\pi\nu)\,f, \tag{16}$$

with relative corrections of order $\nu^{-2}$. One correction is the last term of (15); another comes from $2\varepsilon=1/(16\nu^2)$ in (2), which $f$ and $g$ ignore.

In terms of travelling waves the barrier solution is

$$u_++e^{i\phi_B}u_-=2e^{i\phi_B/2}\left[\cos\frac{\phi_B}{2}\,g+\sin\frac{\phi_B}{2}\,f\right]. \tag{17}$$

Matching to (16) requires $\cos(\phi_B/2)=\sin\pi\nu$ and $\sin(\phi_B/2)=-\cos\pi\nu$, up to a common sign. Hence $\phi_B/2=\pi\nu-\pi/2$, and

$$\phi_B=2\pi\nu-\pi=\pi\left(\frac{1}{\sqrt{8\varepsilon}}-1\right). \tag{18}$$

The common sign could add $2\pi$; (18) fixes the branch and thereby the labels $n$.

### Semiclassical reading

The classical turning point is $z_t=1/(4\varepsilon)$. With $z=z_t\sin^2\theta$ the action from the image plane to $z_t$ is

$$\int_0^{z_t}\!\sqrt{2\varepsilon\left(\frac{z_t}{z}-1\right)}\,dz=2z_t\sqrt{2\varepsilon}\int_0^{\pi/2}\!\cos^2\theta\,d\theta=\frac{\pi}{4\sqrt{2\varepsilon}}=\pi\nu. \tag{19}$$

The path out and back gives $2\pi\nu$. The usual connection at the turning point makes the decaying wave proportional to $\cos(\pi\nu-x-\pi/4)$ for $z\ll z_t$, since the action from $0$ to $z$ is then $\int_0^z dz'/\sqrt{2z'}=x$. For large $x$ the reference waves behave as $u_\pm\propto e^{\pm i(x-\pi/4)}$. Splitting the cosine into these two waves gives the ratio

$$\frac{\text{inward}}{\text{outward}}=\frac{e^{i(\pi\nu-\pi/2)}}{e^{-i(\pi\nu-\pi/2)}}=e^{i(2\pi\nu-\pi)}, \tag{20}$$

in agreement with (18). Of the constant $-\pi$, one half comes from the turning point and the other half from the phase of the reference waves at the Coulomb singularity.

### Size of the correction

Write the solution as $\psi=\cos\theta\,g+\sin\theta\,f$ up to an amplitude, with $\phi_B=2\theta$. There are two contributions to the error of (18). At $z\to0$, (15) gives $\tan\theta=-\cot\pi\nu+1/(12\pi\nu^2)$, so $\theta$ increases by $\cos^2\theta/(12\pi\nu^2)=\sin^2(\pi\nu)/(12\pi\nu^2)$. Between $0$ and $z_0$ the term $2\varepsilon\psi$ makes the coefficients vary. Variation of constants, with Wronskian $\pi/2$, gives $\theta'=2\varepsilon\psi^2/(\pi/2)$ to leading order. Therefore

$$\delta\phi_B\simeq\frac{1}{\nu^2}\left[\frac{\sin^2\pi\nu}{6\pi}+\frac{1}{4\pi}\int_0^{z_0}\psi^2\,dz\right], \tag{21}$$

where $\psi$ is the right-hand side of (16). The correction is positive and depends on the fractional part of $\nu$, so it need not fall steadily as $\nu$ grows. For the $z_0$ of the example below, the exact phase exceeds (18) by 0.035, 0.018, 0.0003 and 0.0009 rad at $\nu=1.3$, 2.6, 5.1 and 10.4.

## The quantum defect

In the same reference the crystal solution is

$$u_-+e^{i\phi_C}u_+=2e^{i\phi_C/2}\left[\cos\frac{\phi_C}{2}\,g-\sin\frac{\phi_C}{2}\,f\right]. \tag{22}$$

It is proportional to (17) when (7) holds. Inserting (18) into (7), $2\pi\nu-\pi+\phi_C=2\pi n$, and so

$$\nu=n+a,\qquad a=\frac12\left(1-\frac{\phi_C}{\pi}\right), \tag{23}$$

$$\varepsilon_n=\frac{1}{32(n+a)^2},\qquad n=1,2,\dots \tag{24}$$

The phase must be taken at the energy of the level itself, so (24) is an implicit equation unless $\phi_C$ varies little. For high $n$ the levels crowd towards the vacuum level and $a$ tends to its value there.

For $\phi_C=\pi$ the wave (22) is proportional to $f$. It vanishes at the image plane, $a=0$, and the series is $1/(32n^2)$ hartree, or $0.850\ \text{eV}/n^2$. For $\phi_C=0$ the wave is $g$ and $a=1/2$. A solution with $n=0$ would have $\nu=a<1$, where the expansion in $1/\nu^2$ has no justification; (24) should not be used for such a surface state.

## The crystal phase across a gap

A model with one Fourier component shows how $\phi_C$ moves through a gap. For $s<0$ let

$$v=-U_0-2V\cos2ps,\qquad p=\frac{\pi}{d},\quad V>0, \tag{25}$$

where $d$ is the layer spacing. The atomic layers lie at $s=-d/2,-3d/2,\dots$, at the potential maxima, and the crystal ends midway between layers. Let $E'=E+U_0$ and $T=p^2/2$. Near the gap keep two waves,

$$\psi=e^{qs}\cos(ps+\delta)=\tfrac12e^{qs}\left(e^{i\delta}e^{ips}+e^{-i\delta}e^{-ips}\right), \tag{26}$$

with $q\ge0$ so that $\psi$ decays into the crystal. The potential $-V(e^{2ips}+e^{-2ips})$ carries the second wave into the first; the components $e^{\pm3ips}$ it also creates are dropped. The coefficient of $e^{ips}$ in the Schrödinger equation, divided by $e^{i\delta}$, is

$$-\tfrac12(q+ip)^2-Ve^{-2i\delta}=E'. \tag{27}$$

Its real and imaginary parts are

$$T-\frac{q^2}{2}-V\cos2\delta=E',\qquad \sin2\delta=\frac{pq}{V}. \tag{28}$$

Eliminating $\delta$ through $\cos^2+\sin^2=1$ gives a quadratic equation for $q^2/2$, with the non-negative root

$$\frac{q^2}{2}=-(E'+T)+\sqrt{4E'T+V^2}. \tag{29}$$

At the gap edges $q=0$. The lower edge $E'=T-V$ has $\delta=0$ and an antinode at $z_0$; the upper edge $E'=T+V$ has $\delta=\pi/2$ and a node there. The slope of (26) at $s=0$ is $L=q-p\tan\delta$, and (6) gives the phase relative to plane waves:

$$k\tan\frac{\phi_C^{\rm pl}}{2}=p\tan\delta-q,\qquad k=\sqrt{2E'}. \tag{30}$$

Now let the gap be narrow, $V\ll T$. From (28), $q/(p\tan\delta)=(V/T)\cos^2\delta$, which is small throughout the gap, and $k/p=1+O(V/T)$. To leading order $\phi_C^{\rm pl}=2\delta$ and $\cos2\delta=(T-E')/V$. Then $\sin^2\delta=(1-\cos2\delta)/2$ gives

$$\sin^2\frac{\phi_C^{\rm pl}}{2}=\frac{E-E_L}{E_U-E_L}, \tag{31}$$

where $E_L$ and $E_U$ are the gap edges. If this phase is inserted into (23),

$$a\approx\frac12-\frac1\pi\arcsin\sqrt{\frac{E-E_L}{E_U-E_L}}, \tag{32}$$

which falls from $1/2$ at the bottom of the gap to $0$ at the top.

## Changing the reference

Equation (32) combines a crystal phase relative to plane waves with a barrier phase relative to Coulomb waves. Condition (7) does not permit this mixture, so (32) is an approximation even for a narrow gap. The remedy uses the slope $L$, which belongs to the wave function and not to the reference. From (22),

$$L=\frac{\cos(\phi_C/2)\,g'-\sin(\phi_C/2)\,f'}{\cos(\phi_C/2)\,g-\sin(\phi_C/2)\,f}
\;\Rightarrow\;
\tan\frac{\phi_C}{2}=\frac{g'-Lg}{f'-Lf}, \tag{33}$$

evaluated at $z_0$, with $f'=(\pi/2)J_0$ and $g'=-(\pi/2)Y_0$ from (8). This phase belongs in (23).

Apart from special values of the slope, the two phases have different limits at the vacuum level, so the plane-wave recipe misses $a$ by an amount $\Delta a$ that in general does not vanish for high $n$. By (24) the relative error in binding energy is $-2\Delta a/(n+a)$ to first order. It falls as $1/n$, while the absolute error falls as $1/n^3$.

## A worked example

Take the round model parameters $U_0=12$ eV, $V=2.5$ eV and $d=1.8$ Å. Let the crystal end where the image potential reaches the mean crystal potential, $1/(4z_0)=U_0$, which gives $z_0=0.30$ Å. Then $p=1.745$ Å$^{-1}$ and $T=11.606$ eV. Relative to the vacuum level the two-wave gap edges are

$$11.606\mp2.5-12=-2.894\ \text{and}\ +2.106\ \text{eV}. \tag{34}$$

At the vacuum level (29) and (30) give $q=0.184$ Å$^{-1}$, $L=-1.974$ Å$^{-1}$ and $\phi_C^{\rm pl}=1.677$ rad, so the plane-wave recipe yields $a=\tfrac12(1-1.677/\pi)=0.233$. The same slope in (33) gives $\phi_C=0.987$ rad and $a=0.343$. The change of reference is thus worth 0.11 in $a$. Both values carry the two-wave error: with the slope of the full Bloch wave they become 0.218 and 0.333, and 0.333 is the limit of $\nu-n$ for high $n$.

For the levels, the slope is taken from a Bloch wave integrated numerically through one period, which removes the two-wave approximation. The self-consistent phase at $n=1$ is $\phi_C=0.912$ rad, so

$$a=\tfrac12-\frac{0.912}{2\pi}=0.355,\qquad \varepsilon_1=\frac{0.8504\ \text{eV}}{(1.355)^2}=0.463\ \text{eV}. \tag{35}$$

With $\nu=1.3548$ the barrier phase is $2\pi(1.3548)-\pi=5.371$ rad, and the two phases add to $2\pi$.

Direct diagonalization of crystal plus image tail gives the reference energies below. The last column uses (30) in (23).

| $n$ | diagonalized (eV) | phase (33) (eV) | plane-wave phase (eV) |
|---|---|---|---|
| 1 | −0.468 | −0.463 | −0.530 |
| 2 | −0.1555 | −0.1553 | −0.1689 |
| 3 | −0.0764 | −0.0764 | −0.0811 |
| 5 | −0.0299 | −0.0299 | −0.0310 |

With the Coulomb reference the error at $n=1$ is 1% of the diagonalized binding energy. Its sign follows from (21): the true barrier phase is slightly larger than (18), so the condition is met at a smaller $\nu$ and the level is deeper. The plane-wave recipe overbinds by 13% at $n=1$ and by 4% at $n=5$. In terms of $\nu-n$ it is too low by 0.08 and 0.10 at these two levels, so the shift persists along the series. These figures contain two errors, because (30) also uses the two-wave slope in place of the integrated one. Here the two-wave error partly offsets the error of the reference: with the integrated slope in (6) the shifts are 0.10 and 0.11.

The diagonalized $\nu-n$ falls from 0.348 at $n=1$ to 0.334 at $n=5$. Higher levels lie higher in the gap, where $\phi_C$ is larger and $a$ smaller.

The true gap edges of (25) lie 0.07 eV below the two-wave values (34). Moving the vacuum level from the bottom to the top of the true gap, with $z_0$ following $U_0$ and the slope of the full Bloch wave, changes the Coulomb-referenced $a$ steadily from 0.61 through 0.36 at $U_0=T$ to 0.16; the two-wave slope gives 0.37 at $U_0=T$. The downward trend of (32) survives, but its end values do not. At the top, the node lies at $z_0$ and not at the image plane; the electron is kept farther out than in the hydrogen-like series, and $a$ stays positive.

The numerical check confirms (7) on the diagonalized levels for three positions of the vacuum level in the gap, with two different values of $k$, and finds $|\nu-n-a|$ below $0.03/\nu^2$ in all these cases. The numbers depend on the abrupt junction at $z_0$ and are not predictions for a real surface, where (1) holds only at some distance from the metal. If the same crystal ends at $z=0$ and the barrier is $-(1-e^{-4U_0z})/(4z)$, then $a$ at the vacuum level is 0.22 instead of 0.33 and $\varepsilon_1$ is 0.54 eV instead of 0.47 eV, a change as large as that of the reference. A smoother surface potential changes the slope at the place where the tail (1) begins, and hence $\phi_C$; (23) still applies as long as the correction (21), with $z_0$ taken at that place, is small. For large $x$ the Bessel amplitudes $\sqrt{2/(\pi x)}$ make the mean of $\psi^2$ equal to $\pi x/4$, so the integral term then grows as $z_0^{3/2}/\nu^2$. For the smooth barrier just given, (23) misses $\nu$ at $n=1$ by 0.02 with $z_0=3$ bohr and by 0.09 with $z_0=5$ bohr. If the energy leaves the gap, the crystal transmits part of the wave, $|r_C|<1$, and (4) has no solution at real energy: the bound state becomes a resonance.

## Computed results

```
U0 = 12.00 eV, V = 2.50 eV, d = 1.80 angstrom
crystal edge z0 = 0.3000 angstrom
p = 1.7453 1/angstrom, p^2/2 = 11.606 eV
gap edges from vacuum level: -2.894 and 2.106 eV
1/32 hartree = 0.8504 eV, 1/8 hartree = 3.4014 eV
barrier phase, exact minus law (rad):
  nu =   1.3: +0.034518
  nu =   2.6: +0.017635
  nu =   5.1: +0.000262
  nu =  10.4: +0.000867
action / pi at nu = 2.3: 2.300000
hard wall at image plane, nu: 1.00000 2.00000 3.00000
largest crystal-phase error (rad) for V, V/10, V/40:
  two-band: 0.09590 0.00823 0.00203
  arcsine:  0.04653 0.00350 0.00085
largest round-trip phase misfit: 8.3e-08 rad
largest nu^2 * |nu - n - a|: 0.0195
two-band values at the vacuum level:
  q = 0.1838 1/angstrom, slope = -1.9743 1/angstrom
  plane-wave phi_C = 1.6772 rad, a = 0.2331
  Coulomb-referenced phi_C = 0.9867 rad, a = 0.3430
levels E (eV): n, diagonalized, Coulomb ref., plane wave, arcsine
  1  -0.46770  -0.46326  -0.52953  -0.53642
  2  -0.15554  -0.15526  -0.16886  -0.17012
  3  -0.07643  -0.07638  -0.08109  -0.08150
  4  -0.04526  -0.04525  -0.04739  -0.04757
  5  -0.02989  -0.02988  -0.03103  -0.03113
nu - n: n, diagonalized, Coulomb ref., plane wave, arcsine
  1   0.3484   0.3548   0.2672   0.2591
  2   0.3382   0.3403   0.2441   0.2357
  3   0.3356   0.3366   0.2384   0.2300
  4   0.3345   0.3351   0.2362   0.2279
  5   0.3340   0.3344   0.2351   0.2268
n = 1 phases in the Coulomb reference (rad):
  phi_B = 5.3711, phi_C = 0.9121, sum/(2 pi) = 1.000000
vacuum level at fraction x of the gap:
  x, arcsine phi_C (rad), a: arcsine, plane wave, Coulomb ref.
  0.00 0.0000 0.5000 0.5000 0.6118
  0.25 1.0472 0.3333 0.3413 0.4453
  0.50 1.5708 0.2500 0.2586 0.3657
  0.75 2.0944 0.1667 0.1736 0.2929
  1.00 3.1416 0.0000 0.0000 0.1588
```
